# First-order spin-orbit operator on spin-free X2C and its Breit-Pauli limit, part 2

For one electron in a local potential \(V\), the matrix Dirac equation in a finite real basis with restricted kinetic balance is

\[ D\binom AB=M\binom ABE,\qquad D=\begin{pmatrix}V&T\\T&\epsilon W-T\end{pmatrix},\qquad M=\begin{pmatrix}S&0\\0&\epsilon T\end{pmatrix}. \]

Rydberg units are used (\(\hbar=1\), \(m=1/2\), \(e^2=2\), \(c=2/\alpha=274.072\)), with \(\epsilon\equiv1/c^2\). \(S,T,V\) are the overlap, kinetic and potential matrices. \(A\) holds the large and \(B=XA\) the pseudo-large components of the positive-energy solutions, which a gap separates from the others.

The strength \(\lambda\) enters through \(W(\lambda)=W_{sf}+\lambda W_{so}\), where \(W_{sf}=\mathbf p\cdot V\mathbf p\) and \(W_{so}=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=i\sigma_lw^l\); \(\lambda=0\) is spin-free, \(\lambda=1\) Dirac. The bare (Breit-Pauli, BP) operator is \(\epsilon W_{so}\).

In the Löwdin basis (\(S=1\)) the exact two-component (X2C) Hamiltonian is \(h=R^\dagger LR\), with \(L=V+TX+X^\dagger T+X^\dagger(\epsilon W-T)X\), \(R=\tilde S^{-1/2}\) and \(\tilde S=S+\epsilon X^\dagger TX\). The lower Dirac row is \(TA+(\epsilon W-T)XA=\epsilon TXAE\), and \(X\) obeys the Riccati equation

\[ TX=T+\epsilon WX-\epsilon TX(V+TX). \]

A prime denotes \(d/d\lambda\) at \(\lambda=0\), where \(h=h_0\). An eigenvector \(a\) of \(h_0\) has the pseudo-large component \(XRa\). With \(C_+=\binom1XR\) and \(\kappa\equiv C_+^\dagger MC_+'\), it was shown that

\[ h'=h_{so}+[h_0,\kappa],\qquad h_{so}=\epsilon R^\dagger X^\dagger W_{so}XR, \]

and that \(h_{so}\) gives the exact first-order energies. In a fixed basis at large \(c\), the spin-free matrices are \(X=1+\epsilon x\) and \(R=1-\epsilon T/2+O(\epsilon^2)\), to lowest order \(X'=\epsilon T^{-1}W_{so}\), and

\[ x=T^{-1}W_{sf}-V-T,\qquad XR=1+\epsilon y+O(\epsilon^2),\qquad y=x-\tfrac12T, \]

\[ h_{so}=\epsilon W_{so}+\epsilon^2\left(y^\dagger W_{so}+W_{so}y\right)+O(\epsilon^3). \]

The second of the text's three statements is still to be proved: in a fixed basis \(h'\) and \(h_{so}\) differ by a commutator of order \(c^{-6}\), which has no first-order effect on energies. Collecting the lowest-order terms of \(\kappa\) gives

\[ \kappa=\epsilon^3\left\{-\tfrac14[T,W_{so}]+\tfrac12[V,W_{so}]+\tfrac12\left(W_{sf}T^{-1}W_{so}-W_{so}T^{-1}W_{sf}\right)\right\}+O(\epsilon^4). \]

So in a fixed basis \([h_0,\kappa]\) is of order \(c^{-6}\) as \(c\to\infty\), a factor \(c^{-4}\) below \(h_{so}\), which proves the second statement. Like the expansion of \(h_{so}\), this estimate requires \(c^2\) far above the kinetic and potential scales of the basis. When that condition fails, the \(\epsilon^3\) formula overestimates \(\kappa\), by many orders of magnitude for very tight functions: in the \(p_{1/2}\) block of the 22-function basis used below, \(\|h'-h_{so}\|/\|h_{so}\|\) is about \(2\times10^{-2}\), while the formula would give about \(4\times10^{7}\). In either case the commutator has no first-order effect on energies.

What \(h_0+\lambda h_{so}\) misses at second order is larger. Completing the square, \(TX+X^\dagger T-X^\dagger TX=T-(X-1)^\dagger T(X-1)\), so \(L=V+T-(X-1)^\dagger T(X-1)+\epsilon X^\dagger WX\). Write \(X(\lambda)=X+\lambda X_1+\lambda^2X_2\) with \(X_1=X'\). The \(\lambda^2\) part of the Riccati equation has the sources \(\epsilon W_{so}X_1\) and \(-\epsilon TX_1TX_1\), so \(X_2=O(\epsilon^2)\). In the \(\lambda^2\) coefficient of \(L\), the term \(-X_1^\dagger TX_1\) gives \(-\epsilon^2W_{so}T^{-1}W_{so}\), and \(\epsilon(X_1^\dagger W_{so}X+X^\dagger W_{so}X_1)\) gives \(+2\epsilon^2W_{so}T^{-1}W_{so}\). The terms \((X-1)^\dagger TX_2\), \(\epsilon X_2^\dagger W_{sf}X\) and \(\epsilon X_1^\dagger W_{sf}X_1\) are \(O(\epsilon^3)\). The factors \(R\) contribute at \(O(\epsilon^3)\) as well: \(R'=O(\epsilon^2)\) multiplies \(L'=O(\epsilon)\), and the \(\lambda^2\) part of \(\tilde S\) is \(\epsilon\) times terms of order \(\epsilon^2\). Hence

\[ \tfrac12h''=\epsilon^2W_{so}T^{-1}W_{so}+O(\epsilon^3). \]

This matrix is positive semidefinite, and it arises from \(X_1\), the spin-orbit change of the decoupling from the negative-energy states. It is of order \(c^{-4}\), the same order as the second-order term \((\epsilon W_{so})^2/\Delta E\) that diagonalising \(h_0+h_{so}\) collects from the positive-energy states, whereas the cross term of \([h_0,\kappa]\) with \(h_{so}\) is \(O(\epsilon^4)\). To leading order in \(\epsilon\), then, diagonalising \(h_0+h_{so}\) includes one of two second-order contributions of equal order, and its levels lie below the Dirac levels by \(\epsilon^2a^\dagger W_{so}T^{-1}W_{so}a\).

The expansions were tested in 60-digit arithmetic on a \(p_{1/2}\) block with \(Z=10\) and Gaussian exponents 2, 8, 32, 128 bohr\(^{-2}\), the \(\lambda\) derivatives being taken by finite differences of the X2C construction. The identity for \(h'-h_{so}\) and the vanishing of its diagonal in the eigenbasis of \(h_0\) hold within the test tolerance of \(10^{-12}\) relative to the norm of the remainder. At \(8c\) the residuals of the formulas for \(x\), \(R\), the \(y\) term, \(\kappa\) and \(h''/2\), each relative to the norm of its leading coefficient, lie between \(3.4\times10^{-4}\) and \(1.0\times10^{-3}\), and each falls fourfold at \(16c\). The ratio \(\|h'-h_{so}\|/\|h_{so}\|\) falls from \(7.94\times10^{-10}\) to \(4.96\times10^{-11}\), a factor 16; at the physical \(c\) it is \(3.2\times10^{-6}\) in this basis.

The worked example is the \(2p\) fine structure of hydrogen-like Sn\(^{49+}\), \(Z=50\), \((Z\alpha)^2=0.133128\), with a point nucleus and 22 radial functions \(r\,e^{-ar^2}\), exponents from 15.0 to \(2.3279\times10^8\) bohr\(^{-2}\) in ratio 2.2. For one centre \(W_{so}=(2Z/r^3)\,\boldsymbol\sigma\cdot\mathbf l\), and \(\boldsymbol\sigma\cdot\mathbf l=2\mathbf s\cdot\mathbf l\) has the eigenvalue \(k=j(j+1)-l(l+1)-\tfrac34\), which is \(-2\) for \(p_{1/2}\) and \(+1\) for \(p_{3/2}\). With \(W_r\) the radial matrix of \(2Z/r^3\), the shift is \(k\zeta/2\), where \(\zeta=2\epsilon\,a^\dagger R^\dagger X^\dagger W_rXRa\), and the splitting is \([1-(-2)]\zeta/2=3\zeta/2\). The non-relativistic radial function \(r\,e^{-Zr/2}\) has the norm \(\int r^4e^{-Zr}dr=24/Z^5\), and \(\int r\,e^{-Zr}dr=1/Z^2\), so \(\langle r^{-3}\rangle=Z^3/24=5208.333\) bohr\(^{-3}\). The Breit-Pauli value is \(\zeta_{BP}=4\epsilon Z\langle r^{-3}\rangle=\alpha^2Z^4/24\), numerically \(4\times1.331284\times10^{-5}\times50\times5208.333=13.8675\) Ry; the basis gives 13.8676 Ry. The splitting is \(\alpha^2Z^4/16=1.5\times13.8675=20.801\) Ry, or 283.0 eV.

The spin-free X2C level is \(-637.5645\) Ry (non-relativistic \(-624.9992\) Ry) and \(h_{so}\) gives \(\zeta=14.8305\) Ry. The shifts \(-14.8305\) and \(+7.4152\) Ry agree to these digits with finite-difference derivatives \(dE/d\lambda\) of the matrix Dirac eigenvalues. The first-order levels are \(-637.5645-14.8305=-652.3950\) Ry and \(-637.5645+7.4152=-630.1493\) Ry, and the splitting is 22.246 Ry, or 302.7 eV. The last digits belong to this basis: with 36 functions in ratio 1.7 the spin-free level moves by \(7\times10^{-4}\) Ry, \(\zeta\) by \(3\times10^{-4}\) Ry and the splitting by \(4\times10^{-4}\) Ry. The reference is the closed Dirac-Coulomb formula

\[ E=\frac{c^2}2\left\{\left[1+\frac{(Z\alpha)^2}{\left(2-|\kappa_D|+\sqrt{\kappa_D^2-(Z\alpha)^2}\right)^2}\right]^{-1/2}-1\right\},\qquad\kappa_D=-(1+k), \]

which gives \(-652.9896\) and \(-630.2887\) Ry, a splitting of 22.701 Ry, or 308.9 eV. This level of theory leaves out nuclear size, recoil and quantum electrodynamics, so it is not a prediction of the measured interval. The matrix Dirac levels, \(-652.9897\) and \(-630.2879\) Ry, differ from it by less than \(10^{-3}\) Ry, one below and one above, which shows that they are not upper bounds. Relative to the closed Dirac splitting, Breit-Pauli theory is 8.4% low (\(20.801/22.701=0.916\)), first-order \(h_{so}\) is 2.0% low (0.980), and the bare operator on the spin-free X2C orbital, with \(\zeta=17.09\) Ry and a splitting of 25.64 Ry, is 13% high (1.129) in this basis; unlike the other values, the bare one is not converged with respect to tight functions, as discussed below.

Diagonalising \(h_0+h_{so}\) overshoots both matrix Dirac levels here; compared with first order it is slightly worse for \(p_{1/2}\) and for the splitting, and slightly better for \(p_{3/2}\). It lowers \(p_{1/2}\) by \(653.6332-652.3950=1.2382\) Ry, while the matrix Dirac level lies 0.5947 Ry below first order; the remaining \(+0.6435\) Ry has the sign derived for \(h''/2\). For \(p_{3/2}\) the lowering is 0.2611 Ry, against 0.1386 Ry, leaving \(+0.1224\) Ry. The positive sign of both differences is tested. The leading formula scales as \(k^2\) and predicts a ratio of 4 between them, whereas the numbers give \(0.6435/0.1224=5.3\); the excess comes from terms beyond \(\epsilon^2\), which were not derived; in a denser basis (36 functions, ratio 1.7) the ratio falls to 4.34, 4.10 and 4.03 when \(c\) is multiplied by 2, 4 and 8. These terms are not small at \(Z=50\): for the non-relativistic \(2p\) orbital in a complete basis the leading formula equals \(\tfrac29(1-\ln2)\,\epsilon^2Z^6k^2=0.189\,k^2\) Ry, that is 0.755 and 0.189 Ry, above both differences. The approach to this formula is slow: in the denser basis both differences reach about 0.94 of it at \(8c\), and the shortfall falls roughly twofold, not fourfold, from \(4c\) to \(8c\), so the fixed-basis remainder \(O(\epsilon^3)\) does not describe a nearly complete basis. The resulting splitting, 23.223 Ry or 316.0 eV, is 2.3% above the closed Dirac value. The same bracketing appears at the other charges. In units of \(\alpha^2Z^4/16\), the first-order, Dirac and diagonalised splittings are 1.0026, 1.0033, 1.0043 at \(Z=10\) and 1.198, 1.277, 1.364 at \(Z=80\), where first order is 6% low and the bare operator, at 1.80 in the 22-function basis, is 41% high, both relative to Dirac.

Adding two tighter functions leaves \(\zeta\) from \(h_{so}\) at 14.8305 Ry but moves the bare value from 17.092 to 17.100 Ry. The behaviour at the nucleus suggests the reason for the contrast. In the spin-free \(l=1\) problem the pseudo-large component starts as \(\beta r\) to leading order in \(Z\alpha\). Since \(W_{sf}\) acting on \(r\) gives \(-2Z/r^2\) and \(T\) acting on a constant radial function gives \(2/r^2\), the \(r^{-2}\) terms of the lower equation force the large component to approach the constant \(\epsilon Z\beta\). The operator \(h_{so}\) takes \(r^{-3}\) over the pseudo-large component, where the integral converges, while over the large component it diverges logarithmically at this order. The bare value quoted above is taken over the X2C orbital \(a=R^{-1}A\), where \(A\) is the large-component vector, and the two differ near the nucleus. The divergence found for the large component therefore suggests, but does not prove, that the bare value has no basis limit for a point nucleus. The numerical evidence is its growth when tighter functions are added, and the 13% and 41% quoted for it belong to the 22-function basis. The basis also violates the condition for the matrix expansion, since \(\epsilon\) times the largest exponent is \(1.33\times10^{-5}\times2.33\times10^8\approx3\times10^3\) and is still about 50 at \(8c\). The \(2p\) expectation value nevertheless approaches its limit as \(c^{-2}\). When \(c\) is multiplied by \(f=1,2,4,8\), the relative excess of \(\zeta\) over the Breit-Pauli value in the same basis is \(6.94\times10^{-2}\), \(1.65\times10^{-2}\), \(4.09\times10^{-3}\), \(1.02\times10^{-3}\); the fourfold drop in the last step is tested. Divided by \((Z\alpha/f)^2\), these are 0.522, 0.497, 0.491 and 0.490. The coefficient combines the \(y\) term with the spin-free change of the orbital, and it is a numerical result for this state and basis, not a derived constant.

The derivation fails if the gap closes or \(A\) becomes singular, since \(X\) is then undefined or not smooth in \(\lambda\). The reduction of \(W_{so}\) to \(\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\) used a local potential, and the operator contains no two-electron spin-orbit terms, so for a many-electron system it is the nuclear part of the coupling alone.

## Numbers as computed

```
alpha = 7.2973525643e-03, c = 274.071998 Ry*bohr/hbar
eps = 1/c^2 = 1.331284e-05, 1 Ry = 13.605693 eV
HBr bare nuclei, R = 2.7 bohr, 43 functions, lowest 28 levels
 grid vs analytic w, scaled error = 1.4e-07
 lam=0.1: max error h_so 5.263e-04 Ry, bare BP 1.731e-02 Ry
 lam=0.05: max error h_so 1.312e-04 Ry, bare BP 8.471e-03 Ry
 error ratio: h_so 4.011, bare BP 2.044
Z=10 p1/2, exponents 2, 8, 32, 128 bohr^-2, 60 digits
 rel. residual x: 8c 3.412e-04, 16c 8.533e-05
 rel. residual T/2 in R: 8c 4.736e-04, 16c 1.184e-04
 rel. residual y term: 8c 5.833e-04, 16c 1.459e-04
 rel. residual kappa: 8c 6.731e-04, 16c 1.683e-04
 rel. residual h''/2: 8c 9.979e-04, 16c 2.496e-04
 |dh/dlam-h_so|/|h_so|: c 3.168e-06, 8c 7.940e-10, 16c 4.964e-11
Sn49+ 2p, Z=50, (Z alpha)^2 = 0.133128, 22 p Gaussians
 exponents 15.0 to 2.3279e+08 bohr^-2, ratio 2.2
 E nonrel = -624.9992 Ry, E spin-free X2C = -637.5645 Ry
 <r^-3> = Z^3/24 = 5208.333 bohr^-3, zeta BP = 13.8675 Ry
 zeta BP on nonrel orbital = 13.8676 Ry
 zeta bare BP on sf-X2C orbital = 17.0916 Ry
 zeta from h_so = 14.8305 Ry
 p1/2: shift h_so -14.8305 Ry, finite difference -14.8305 Ry
 p1/2: first order -652.3950 Ry, variational -653.6332 Ry
 p1/2: matrix Dirac -652.9897 Ry, closed Dirac -652.9896 Ry
 p1/2: beyond first order -0.5947 Ry, Dirac-var. 0.6435 Ry
 p3/2: shift h_so 7.4152 Ry, finite difference 7.4152 Ry
 p3/2: first order -630.1493 Ry, variational -630.4104 Ry
 p3/2: matrix Dirac -630.2879 Ry, closed Dirac -630.2887 Ry
 p3/2: beyond first order -0.1386 Ry, Dirac-var. 0.1224 Ry
 splitting BP analytic: 20.8013 Ry = 283.02 eV
 splitting bare BP on sf-X2C: 25.6373 Ry = 348.81 eV
 splitting h_so first order: 22.2457 Ry = 302.67 eV
 splitting h0+h_so variational: 23.2229 Ry = 315.96 eV
 splitting matrix Dirac: 22.7018 Ry = 308.87 eV
 splitting closed Dirac: 22.7009 Ry = 308.86 eV
 24 functions: zeta h_so 14.8305 Ry, bare BP on sf 17.1001 Ry
2p splittings / (alpha^2 Z^4/16): bareBP-sf, h_so, variational, Dirac
 Z=10: BP 0.033282 Ry; 1.0084 1.0026 1.0043 1.0033
 Z=30: BP 2.6958 Ry; 1.0766 1.0240 1.0395 1.0309
 Z=50: BP 20.801 Ry; 1.2325 1.0694 1.1164 1.0913
 Z=80: BP 136.32 Ry; 1.8036 1.1980 1.3643 1.2770
Z=50, c scaled by f: zeta(h_so)/zeta(BP, same basis) - 1
 f=1: 6.9432e-02, divided by (Z alpha/f)^2: 0.5215
 f=2: 1.6545e-02, divided by (Z alpha/f)^2: 0.4971
 f=4: 4.0884e-03, divided by (Z alpha/f)^2: 0.4914
 f=8: 1.0191e-03, divided by (Z alpha/f)^2: 0.4899
```
